# Comment on transferring a parabolic growth constant between diffusion couples: a numerical check

```python
"""
Result under test: the parabolic constant k = w^2/t of compound beta depends
on the end members of the couple although its integrated diffusivity is fixed.

Symbols: N = atom fraction of B; beta and gamma are compounds, N_B < N_G.
D_B, D_G = integrated diffusivities of beta and gamma (nm^2/s).
w = layer thickness (nm), r = w_gamma / w_beta, t = time (s).
A flux q is the B flux times the volume per atom (nm/s).
The direct test solves dN/dt = d2 phi(N)/dx2 with one phi for all couples:
phi rises by D_B and D_G across the phases and is flat in two-phase gaps.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.constants import k as boltzmann, e as charge

N_B, N_G = 1 / 3, 1 / 2
D_B, D_G = 1.0, 0.2
N_MIX = (N_B + N_G) / 2          # compact with equal atom shares of both phases
HOURS = 10.0
T_END = HOURS * 3600


def coefficients(nb, ng):
    d = ng - nb
    return ng / (nb * d), 1 / d, (1 - nb) / ((1 - ng) * d)


def k_single(db, nb, n_right):
    """Constant of a single beta layer between pure A and n_right."""
    return 2 * db * n_right / (nb * (n_right - nb))


def k_coupled(db, dg, nb, ng, s=1.0):
    """k of beta and r in A|B; s = atomic volume of gamma over that of beta."""
    a, b, c = coefficients(nb, ng)
    p, q, m = a * db, b * (s * db - dg / s), -c * dg
    root = np.sqrt(q * q - 4 * p * m)
    # choose the form of the positive root that avoids cancellation
    r = -2 * m / (q + root) if q > 0 else (-q + root) / (2 * p)
    return 2 * (a * db - b * dg / (s * r)), r


# ---- direct solution of the conservation law, cell size 1 nm ----
WIDTH = 0.01                     # homogeneity range of each phase
B_LO, B_HI = N_B - WIDTH / 2, N_B + WIDTH / 2
G_LO, G_HI = N_G, N_G + WIDTH
PHI_N = np.array([0, B_LO, B_HI, G_LO, G_HI, 1.0])
PHI_V = np.array([0, 0, D_B, D_B, D_B + D_G, D_B + D_G])


def simulate(n_right, duration, n_next):
    """Slopes against sqrt(t): beta width, gamma width, consumed A."""
    half = 75
    n = np.concatenate([np.zeros(half), np.full(half, n_right)])
    dt = 0.4 * WIDTH / max(D_B, D_G)
    steps = int(duration / dt)
    every = steps // 80
    record = []
    for i in range(1, steps + 1):
        change = dt * np.diff(np.interp(n, PHI_N, PHI_V))
        n[:-1] += change
        n[1:] -= change
        if i % every == 0 and i > steps // 4:
            beta = np.interp(n, [0, B_LO, B_HI, n_next], [0, 1, 1, 0]).sum()
            gamma = np.interp(n, [B_HI, G_LO, G_HI, 1], [0, 1, 1, 0]).sum()
            left_a = np.interp(n, [0, B_LO], [1, 0]).sum()
            record.append((np.sqrt(i * dt), beta, gamma, half - left_a))
    # the fronts must not have reached the ends of the grid
    assert abs(n[0]) < 1e-9 and abs(n[-1] - n_right) < 1e-9
    rec = np.array(record)
    slopes = []
    for col in (1, 2, 3):
        fit = np.polyfit(rec[:, 0], rec[:, col], 1)
        slopes.append(fit[0])
        if col == 1:             # parabolic law: width linear in sqrt(t)
            misfit = rec[:, col] - np.polyval(fit, rec[:, 0])
            assert np.max(np.abs(misfit)) < 1.5
    return slopes


k_ab, r_ab = k_coupled(D_B, D_G, N_B, N_G)
k_ag = k_single(D_B, N_B, N_G)
k_am = k_single(D_B, N_B, N_MIX)
k_slow = k_single(D_B, N_B, 1.0)

sim_ab = simulate(1.0, 640.0, G_LO)
sim_ag = simulate(N_G, 270.0, G_LO)
sim_am = simulate(N_MIX, 160.0, N_MIX)
k_sim = [s[0] ** 2 for s in (sim_ab, sim_ag, sim_am)]
k_formula = [k_ab, k_ag, k_am]
# tolerance: finite phase width and one-cell front resolution, a few percent
for direct, formula in zip(k_sim, k_formula):
    assert abs(direct / formula - 1) < 0.05
assert abs(sim_ab[1] / sim_ab[0] / r_ab - 1) < 0.08

# consumed thickness of A per thickness of beta
use_ab = (1 - N_B) + (1 - N_G) * r_ab
use_ag = 1 - N_B / N_G
use_am = 1 - N_B / N_MIX
for s, use in zip((sim_ab, sim_ag, sim_am), (use_ab, use_ag, use_am)):
    assert abs(s[2] / s[0] / use - 1) < 0.05

# thicknesses of every couple give back the one D_B put into phi
d_back = [N_B * sim_ab[0] * ((1 - N_B) * sim_ab[0]
                           + (1 - N_G) * sim_ab[1]) / 2]
for s, n_right in ((sim_ag, N_G), (sim_am, N_MIX)):
    d_back.append(N_B * (1 - N_B / n_right) * s[0] ** 2 / 2)
assert all(abs(d / D_B - 1) < 0.05 for d in d_back)

# ---- general inequality, closed form and slow-gamma limit ----
rng = np.random.default_rng(4)
for _ in range(2000):
    nb, ng = np.sort(rng.uniform(0.05, 0.95, 2))
    if ng - nb < 0.02:
        continue
    db, dg = 10 ** rng.uniform(-2, 2, 2)
    kc, r = k_coupled(db, dg, nb, ng)
    closed = 2 * db / (nb * ((1 - nb) + (1 - ng) * r))
    assert 0 < closed < k_single(db, nb, ng)
    assert abs(kc / closed - 1) < 1e-6
    assert k_coupled(db, 1.1 * dg, nb, ng)[1] > r
assert abs(k_coupled(D_B, 1e-7, N_B, N_G)[0] / k_slow - 1) < 1e-5

# ---- unequal atomic volumes, integrated from atom balances ----
VOL_B, VOL_G = 0.011, 0.012      # nm^3 per atom, rough


def atom_fronts(t, y):
    jb = D_B / (VOL_B ** 2 * (y[1] - y[0]))
    jg = D_G / (VOL_G ** 2 * (y[2] - y[1]))
    return [-jb / N_B, (jb - jg) / (N_G - N_B), jg / (1 - N_G)]


start = [0.0, 1 / VOL_B, 1 / VOL_B + 1 / VOL_G]
long_time = 3.6e6
sol = solve_ivp(atom_fronts, (0, long_time), start, method="LSODA",
                rtol=1e-8, atol=1e-6)
assert sol.success
wb_vol = VOL_B * (sol.y[1, -1] - sol.y[0, -1])
wg_vol = VOL_G * (sol.y[2, -1] - sol.y[1, -1])
k_vol, r_vol = k_coupled(D_B, D_G, N_B, N_G, VOL_G / VOL_B)
assert abs(wb_vol ** 2 / long_time / k_vol - 1) < 0.005
assert abs(wg_vol / wb_vol / r_vol - 1) < 0.005

# ---- interface barrier that delays gamma ----
RATE_G = 0.01                    # largest gamma flux at zero thickness, nm/s
a, b, c = coefficients(N_B, N_G)


def barrier_rates(t, w):
    qb = D_B / w[0]
    qg = D_G / (w[1] + D_G / RATE_G)
    return [a * qb - b * qg, c * qg - b * qb]


w_delay = b * D_B / (c * RATE_G)
assert barrier_rates(0, [0.9 * w_delay, 0])[1] < 0
assert barrier_rates(0, [1.1 * w_delay, 0])[1] > 0
t_delay = w_delay ** 2 / k_slow
late = solve_ivp(barrier_rates, (t_delay, T_END), [w_delay, 0.0],
                 method="LSODA", rtol=1e-8, atol=1e-8)
assert late.success and late.y[1, -1] > 0
wb_barrier, wg_barrier = late.y[:, -1]

# ---- potential drop across beta with and without gamma ----
E_B, E_G = -0.50, -0.45          # formation energies, eV per atom, rough
assert E_G < E_B * (1 - N_G) / (1 - N_B) and E_B < E_G * N_B / N_G


def contact(n1, e1, n2, e2):
    """mu_B - mu_A where two phases of given composition are in equilibrium."""
    mu_a, mu_b = np.linalg.solve([[1 - n1, n1], [1 - n2, n2]], [e1, e2])
    return mu_b - mu_a


side_a = contact(0, 0, N_B, E_B)
drop_stable = contact(N_B, E_B, N_G, E_G) - side_a
drop_direct = contact(N_B, E_B, 1, 0) - side_a
drop_ratio = drop_direct / drop_stable
assert drop_ratio > 1

# ---- temperature error that would mimic the change of end member ----
TEMP, E_ACT = 573.0, 1.5
kb_ev = boltzmann / charge
factor = k_ag / k_ab
temp_mimic = 1 / (1 / TEMP - kb_ev * np.log(factor) / E_ACT)
arrhenius = np.exp(-E_ACT / (kb_ev * temp_mimic) + E_ACT / (kb_ev * TEMP))
assert abs(arrhenius / factor - 1) < 1e-9

# ---- printed numbers ----
print(f"N of beta, gamma, compact: {N_B:.4f}, {N_G:.4f}, {N_MIX:.4f}")
print(f"D_B, D_G: {D_B:.2f}, {D_G:.2f} nm^2/s")
print(f"D_B converted: {D_B * 1e-14:.2e} cm^2/s")
print(f"anneal: {HOURS:.0f} h = {T_END:.0f} s")
print(f"coefficients a, b, c: {a:.3f}, {b:.3f}, {c:.3f}")
print(f"A|B thickness ratio r: {r_ab:.4f}")
names = ["A|B", "A|gamma", "A|compact"]
uses = [use_ab, use_ag, use_am]
for i, name in enumerate(names):
    kf = k_formula[i]
    w = np.sqrt(kf * T_END)
    print(f"{name}: k beta {kf:.3f} nm^2/s = {kf * 1e-14:.3e} cm^2/s")
    print(f"{name}: beta thickness {w:.1f} nm, A consumed {uses[i] * w:.1f} nm")
    print(f"{name}: direct k {k_sim[i]:.3f} nm^2/s, "
          f"off formula {100 * (k_sim[i] / kf - 1):+.1f} %")
    print(f"{name}: D_B recovered from direct run {d_back[i]:.3f} nm^2/s")
w_ab = np.sqrt(k_ab * T_END)
print(f"A|B: gamma thickness {r_ab * w_ab:.1f} nm")
print(f"A|B: direct thickness ratio {sim_ab[1] / sim_ab[0]:.4f}")
print(f"k ratio A|gamma to A|B: {factor:.3f}")
print(f"k ratio A|compact to A|B: {k_am / k_ab:.3f}")
print(f"thickness error if k of A|gamma is used for A|B: "
      f"{100 * (np.sqrt(factor) - 1):.1f} %")
print(f"A|B limit D_G -> 0: k beta {k_slow:.3f} nm^2/s")
for dg in (0.002, 0.02, 0.2, 2.0, 20.0):
    kk, rr = k_coupled(D_B, dg, N_B, N_G)
    print(f"A|B, D_G {dg:g} nm^2/s: k beta {kk:.3f} nm^2/s, r {rr:.4f}")
print(f"phase width in direct runs: {WIDTH:.3f} atom fraction")
print(f"volumes per atom beta, gamma: {VOL_B:.3f}, {VOL_G:.3f} nm^3")
print(f"A|B with these volumes: k beta {k_vol:.3f} nm^2/s, r {r_vol:.4f}")
print(f"volume change of k beta: {100 * (k_vol / k_ab - 1):+.1f} %")
print(f"gamma barrier flux limit: {RATE_G:.3f} nm/s")
print(f"gamma absent until beta is {w_delay:.1f} nm, at {t_delay:.0f} s")
print(f"with barrier after anneal: beta {wb_barrier:.1f} nm, "
      f"gamma {wg_barrier:.1f} nm")
print(f"formation energies beta, gamma: {E_B:.2f}, {E_G:.2f} eV/atom")
print(f"potential drop with gamma: {drop_stable:.3f} eV")
print(f"potential drop without gamma: {drop_direct:.3f} eV")
print(f"D_B factor without gamma, constant transport: {drop_ratio:.3f}")
print(f"k beta without gamma, changed D_B: {k_slow * drop_ratio:.3f} nm^2/s")
print(f"temperature, activation energy: {TEMP:.0f} K, {E_ACT:.2f} eV")
print(f"temperature rise mimicking A|B -> A|gamma: {temp_mimic - TEMP:.1f} K")
print("verified")
```

It prints:

```
N of beta, gamma, compact: 0.3333, 0.5000, 0.4167
D_B, D_G: 1.00, 0.20 nm^2/s
D_B converted: 1.00e-14 cm^2/s
anneal: 10 h = 36000 s
coefficients a, b, c: 9.000, 6.000, 8.000
A|B thickness ratio r: 0.2322
A|B: k beta 7.665 nm^2/s = 7.665e-14 cm^2/s
A|B: beta thickness 525.3 nm, A consumed 411.2 nm
A|B: direct k 7.751 nm^2/s, off formula +1.1 %
A|B: D_B recovered from direct run 1.010 nm^2/s
A|gamma: k beta 18.000 nm^2/s = 1.800e-13 cm^2/s
A|gamma: beta thickness 805.0 nm, A consumed 268.3 nm
A|gamma: direct k 18.280 nm^2/s, off formula +1.6 %
A|gamma: D_B recovered from direct run 1.016 nm^2/s
A|compact: k beta 30.000 nm^2/s = 3.000e-13 cm^2/s
A|compact: beta thickness 1039.2 nm, A consumed 207.8 nm
A|compact: direct k 30.795 nm^2/s, off formula +2.7 %
A|compact: D_B recovered from direct run 1.027 nm^2/s
A|B: gamma thickness 122.0 nm
A|B: direct thickness ratio 0.2303
k ratio A|gamma to A|B: 2.348
k ratio A|compact to A|B: 3.914
thickness error if k of A|gamma is used for A|B: 53.2 %
A|B limit D_G -> 0: k beta 9.000 nm^2/s
A|B, D_G 0.002 nm^2/s: k beta 8.982 nm^2/s, r 0.0027
A|B, D_G 0.02 nm^2/s: k beta 8.827 nm^2/s, r 0.0262
A|B, D_G 0.2 nm^2/s: k beta 7.665 nm^2/s, r 0.2322
A|B, D_G 2 nm^2/s: k beta 3.946 nm^2/s, r 1.7077
A|B, D_G 20 nm^2/s: k beta 0.786 nm^2/s, r 13.9418
phase width in direct runs: 0.010 atom fraction
volumes per atom beta, gamma: 0.011, 0.012 nm^3
A|B with these volumes: k beta 7.834 nm^2/s, r 0.2164
volume change of k beta: +2.2 %
gamma barrier flux limit: 0.010 nm/s
gamma absent until beta is 75.0 nm, at 625 s
with barrier after anneal: beta 526.4 nm, gamma 102.2 nm
formation energies beta, gamma: -0.50, -0.45 eV/atom
potential drop with gamma: 1.800 eV
potential drop without gamma: 2.250 eV
D_B factor without gamma, constant transport: 1.250
k beta without gamma, changed D_B: 11.250 nm^2/s
temperature, activation energy: 573 K, 1.50 eV
temperature rise mimicking A|B -> A|gamma: 16.6 K
verified
```
